\section*{The Cotton–Mouton constant of a gas and its electron-spin contribution, part 2}

A dilute gas in thermal equilibrium at temperature $T$ has $N$ molecules per unit volume. A static field $\mathbf B$ points along $z$, and light of vacuum wavelength $\lambda$ and angular frequency $\omega$ travels along $y$. The task is to find how electron spin 1 changes the birefringence $\Delta n=n_\parallel-n_\perp$ (light polarized along $z$ minus along $x$) and the Cotton--Mouton constant $C$. SI units are used.

For $n-1\ll1$, part (a) gave, with $a_{ij}$ the optical polarizability,
\begin{equation}
\Delta n=\frac{N}{2\varepsilon_0}\,\langle a_{zz}-a_{xx}\rangle .
\label{dn}
\end{equation}
A molecule without spin has magnetizability $\chi_{ij}$ and energy
\begin{equation}
U=-\tfrac12\chi_{ij}B_iB_j .
\label{U}
\end{equation}
The molecular axis $\mathbf n$ is at angle $\theta$ to the field, and $P_2=(3\cos^2\theta-1)/2$. The anisotropies of polarizability and magnetizability, parallel minus perpendicular to $\mathbf n$, are $\Delta\alpha$ and $\Delta\chi$; $\Delta\eta$ describes distortion of the electron cloud. For classical rotation,
\begin{equation}
\frac{\Delta n}{B^2}=C\lambda=\frac{N}{4\varepsilon_0}
\left[\Delta\eta+\frac{2\Delta\alpha\Delta\chi}{15kT}\right],\qquad
\langle P_2\rangle=\frac{B^2\Delta\chi}{15kT}.
\label{recap}
\end{equation}
An orientational energy $-\kappa P_2$ corresponds to $\Delta\chi=3\kappa/B^2$. With rotational levels $B_{\rm rot}L(L+1)$ and $B_{\rm rot}\ll kT$, quantum rotation first multiplies $\langle P_2\rangle$ by $1-B_{\rm rot}/kT$.

The spin Hamiltonian is
\begin{equation}
H_S=D\left[(\mathbf n\cdot\mathbf S)^2-\tfrac23\right]
+\mu_B\left[g_\perp\mathbf B\cdot\mathbf S
+(g_\parallel-g_\perp)(\mathbf B\cdot\mathbf n)(\mathbf n\cdot\mathbf S)\right],
\label{HS}
\end{equation}
with dimensionless spin operators, Bohr magneton $\mu_B$, zero-field splitting $D$, and $g$ factors along and across the axis. The spin-free part of $\Delta\chi$ is $\Delta\chi_d$. Spin-rotation coupling and any direct dependence of the polarizability on the spin state are left out. So is the magnetic response of the spin to the light, which would add $-\tfrac12\chi_0(\omega_0/\omega)^2$ to $\Delta n$, with $\chi_0=2\mu_0Ng^2\mu_B^2/(3kT)$ and $\omega_0=g\mu_BB/\hbar$.

\subsection*{(f) How the spin enters the orientation}

\emph{Question.} Treat the rotation classically. Show how the spin changes the distribution of $\mathbf n$ in a weak field. Is paramagnetism enough to orient the molecule?

\emph{Solution.} At a fixed axis the spin states are summed over, so the weight of an orientation is the spin-free Boltzmann factor times
\begin{equation}
Z_S(\mathbf n)=\operatorname{Tr}_S\,e^{-H_S/kT}.
\end{equation}
Three properties fix the form of $\ln Z_S$ to order $B^2$. At $B=0$ a rotation of the spin operators carries one axis direction into another, so $Z_S$ does not depend on $\mathbf n$. Time reversal changes $\mathbf S$ to $-\mathbf S$. This leaves the first term of \eqref{HS} alone and has the same effect as reversing $\mathbf B$, so odd powers of $B$ are absent. The quadratic term is a quadratic form in $\mathbf B$ with axial symmetry about $\mathbf n$. Hence
\begin{equation}
\ln Z_S=\text{const}+\frac{B^2}{2kT}
\left(\chi^S_\parallel\cos^2\theta+\chi^S_\perp\sin^2\theta\right).
\label{lnZ}
\end{equation}
This has the form of $-U/kT$ for a molecule with magnetizabilities $\chi^S_\parallel$ and $\chi^S_\perp$. The spin therefore enters \eqref{recap} through
\begin{equation}
\Delta\chi=\Delta\chi_d+\Delta\chi_S,\qquad
\Delta\chi_S=\chi^S_\parallel-\chi^S_\perp .
\label{sum}
\end{equation}

Now set $D=0$ and $g_\parallel=g_\perp=g$. The Hamiltonian becomes $g\mu_B\mathbf B\cdot\mathbf S$, whose levels $g\mu_BBm$, with $m=-1,0,1$, do not involve $\mathbf n$. Then $Z_S$ is the same for all orientations, however strong the magnetization. Paramagnetism alone does not orient the molecule. In the Hamiltonian \eqref{HS} the spin is tied to the axis by $D$ and by a difference between the $g$ factors, and at least one of them must be present.

\subsection*{(g) The two spin magnetizabilities}

\emph{Question.} Calculate $\chi^S_\parallel$ and $\chi^S_\perp$ for spin 1 at any ratio $x=D/kT$, in a field with $g\mu_BB\ll kT$.

\emph{Solution.} Use the molecular axis as the quantization axis and let $m$ be the spin component along it. The constant $-2D/3$ in \eqref{HS} multiplies $Z_S$ by a number and can be dropped. Without a field the level $m=0$ is at zero and the levels $m=\pm1$ are at $D$. Write $q=e^{-x}$.

For $\mathbf B$ parallel to the axis the levels are $0$ and $D\pm g_\parallel\mu_BB$. With $b_\parallel=g_\parallel\mu_BB/kT$,
\begin{equation}
Z_S=1+2q\cosh b_\parallel\simeq1+2q+q\,b_\parallel^2,\qquad
\ln Z_S\simeq\ln(1+2q)+\frac{q\,b_\parallel^2}{1+2q}.
\end{equation}
The last term must equal $B^2\chi^S_\parallel/(2kT)$, which gives
\begin{equation}
\chi^S_\parallel=\frac{2g_\parallel^2\mu_B^2}{kT}\,\frac{q}{1+2q}.
\label{par}
\end{equation}

For $\mathbf B$ perpendicular to the axis, let its direction be $x'$. The operator $S_{x'}$ has matrix elements $1/\sqrt2$ between $m=0$ and each of $m=\pm1$. It therefore joins $m=0$ to the symmetric combination of $m=\pm1$ with matrix element $2\cdot(1/\sqrt2)(1/\sqrt2)=1$. The antisymmetric combination stays at energy $D$. In units of $kT$, with $b_\perp=g_\perp\mu_BB/kT$, the coupled pair has the matrix and eigenvalues
\begin{equation}
\begin{pmatrix}0&b_\perp\\ b_\perp&x\end{pmatrix},\qquad
\frac x2\pm R,\quad R=\sqrt{\frac{x^2}{4}+b_\perp^2}.
\end{equation}
The spin partition function is
\begin{equation}
Z_S=q+2e^{-x/2}\cosh R .
\end{equation}
The function $\cosh R$ is a power series in $R^2$, so it can be expanded in $b_\perp^2$ even when the Zeeman energy is comparable with $D$. Its derivative with respect to $b_\perp^2$ is $\sinh R/(2R)$, which at $b_\perp=0$ equals $\sinh(x/2)/x$. With $2e^{-x/2}\cosh(x/2)=1+q$ and $2e^{-x/2}\sinh(x/2)=1-q$,
\begin{equation}
Z_S\simeq1+2q+b_\perp^2\,\frac{1-q}{x}.
\end{equation}
Taking the logarithm and comparing with $B^2\chi^S_\perp/(2kT)$ gives
\begin{equation}
\chi^S_\perp=\frac{2g_\perp^2\mu_B^2}{kT}\,\frac{1-q}{x(1+2q)}
=\frac{2g_\perp^2\mu_B^2}{D}\,\frac{1-q}{1+2q}.
\label{perp}
\end{equation}
For $x\to0$ both results reduce to the Curie form $2g^2\mu_B^2/(3kT)$ with the respective $g$ factor. Both were tested against diagonalization of the spin Hamiltonian at a temperature where $D$ exceeds $kT$.

\subsection*{(h) The spin term at high temperature}

\emph{Question.} Expand $\Delta\chi_S$ for $|D|\ll kT$. Find the spin contribution to $\Delta n$ when the $g$ factors are equal, explain its sign, and compare the temperature laws.

\emph{Solution.} To first order in $x$, $q\simeq1-x$ and $1+2q\simeq3-2x$. In \eqref{perp} the division by $x$ requires $q$ to second order, $(1-q)/x\simeq1-x/2$. Thus
\begin{align}
\frac{q}{1+2q}&\simeq\frac{1-x}{3-2x}\simeq\frac13(1-x)\left(1+\frac{2x}{3}\right)
\simeq\frac13\left(1-\frac x3\right),\\
\frac{1-q}{x(1+2q)}&\simeq\frac{1-x/2}{3-2x}\simeq\frac13\left(1-\frac x2\right)
\left(1+\frac{2x}{3}\right)\simeq\frac13\left(1+\frac x6\right).
\end{align}
Subtracting the two magnetizabilities gives
\begin{equation}
\Delta\chi_S=\frac{2\mu_B^2}{3kT}\left[g_\parallel^2-g_\perp^2
-\frac{D}{6kT}\left(2g_\parallel^2+g_\perp^2\right)\right].
\label{dchiS}
\end{equation}
For equal $g$ factors the bracket is $-g^2D/(2kT)$, so $\Delta\chi_S=-g^2\mu_B^2D/[3(kT)^2]$. Inserting this in the orientation term of \eqref{recap},
\begin{equation}
\frac{\Delta n_S}{B^2}=\frac{N}{4\varepsilon_0}\,\frac{2\Delta\alpha}{15kT}
\left(-\frac{g^2\mu_B^2D}{3(kT)^2}\right)
=-\frac{N\Delta\alpha\,g^2\mu_B^2D}{90\,\varepsilon_0(kT)^3}.
\label{spin}
\end{equation}

The sign follows from the order of the spin levels. For $D>0$ the state $m=0$ is lowest, and it has no moment along the axis that a parallel field could align. A perpendicular field mixes it with the higher states and magnetizes it. The molecule is thus more easily magnetized across its axis, and the axis turns away from the field. With $\Delta\alpha>0$ the contribution to $\Delta n$ is negative. Reversing $D$ reverses the orientation at this order.

To first order in $D$ and for equal $g$ factors, the directional mean $(\chi^S_\parallel+2\chi^S_\perp)/3$ is unchanged, since $-x/3+2(x/6)=0$. At this order the splitting redistributes the spin magnetizability between the directions without changing its mean. At second order the mean falls below the Curie value by the fraction $x^2/18$.

At fixed density the orientation term from $\Delta\chi_d$ varies as $1/T$, that from the $g$ anisotropy as $1/T^2$, and that from $D$ as $1/T^3$. Doubling the temperature should therefore divide the three parts of $\langle P_2\rangle$ by 2, 4 and 8. Angular quadrature between 300 and 600 K gives 2.0000, 3.9999 and 7.9995.

For oxygen $D$ is positive and roughly $4\ \mathrm{cm^{-1}}$, about two per cent of $kT$ at room temperature. A diatomic gas without electron spin lacks the contribution $\Delta\chi_S$ altogether. In this model oxygen differs from such a gas by the addition of this term, which can outweigh $\Delta\chi_d$ because it is a small fraction of a very large magnetizability.

\subsection*{(i) Quantum rotation with spin}

\emph{Question.} The axis is now a quantum variable and does not commute with the rotational energy. Does the factor $1-B_{\rm rot}/kT$ also apply to the spin terms?

\emph{Solution.} Work to first order in $D$ and in $\delta g=g_\parallel-g_\perp$, and write $g=g_\perp$. The unperturbed Hamiltonian is the rotational energy plus $g\mu_BBS_z$, with $S_z$ now along the field. These two parts commute. The perturbation is
\begin{equation}
H_1=D\left[(\mathbf n\cdot\mathbf S)^2-\tfrac23\right]
+\mu_BB\,\delta g\,n_z(\mathbf n\cdot\mathbf S).
\end{equation}
In the first-order expansion of the Boltzmann operator, $H_1$ stands between two exponentials of the unperturbed Hamiltonian. The observable $P_2$ contains no spin, so the spin exponentials can be joined by cyclic permutation under the spin trace. The spin operators in $H_1$ are then replaced by their averages with weights $e^{-bm}$, where $b=g\mu_BB/kT$ and $m$ is the component along the field:
\begin{align}
\langle S_z\rangle&=-\frac{2\sinh b}{1+2\cosh b}\simeq-\frac{2b}{3},\\
\langle S_z^2\rangle&=\frac{2\cosh b}{1+2\cosh b}\simeq\frac{2+b^2}{3+b^2}
\simeq\frac23+\frac{b^2}{9}.
\end{align}
Symmetry about $z$ removes $\langle S_x\rangle$, $\langle S_y\rangle$ and the symmetrized mixed products. Since $\mathbf S^2=2$, it also gives $\langle S_x^2\rangle=\langle S_y^2\rangle=\tfrac23-b^2/18$. Therefore
\begin{equation}
\langle(\mathbf n\cdot\mathbf S)^2\rangle-\frac23
=\frac{b^2}{9}n_z^2-\frac{b^2}{18}(1-n_z^2)=\frac{b^2}{9}P_2 .
\end{equation}
With $n_z^2=(1+2P_2)/3$, the perturbation acts on the rotation as a constant plus $-\kappa_SP_2$, where
\begin{equation}
\kappa_S=-\frac{Db^2}{9}+\frac{4b}{9}\mu_BB\,\delta g
=\frac{B^2}{3}\left[-\frac{g^2\mu_B^2D}{3(kT)^2}+\frac{4g\mu_B^2\delta g}{3kT}\right].
\end{equation}
The bracket is \eqref{dchiS} to first order in $D$ and $\delta g$, because $g_\parallel^2-g_\perp^2\simeq2g\,\delta g$. The spin terms thus produce an orientational energy of the same form as the spin-free one, and the factor $1-B_{\rm rot}/kT$ applies to them too.

This calculation also shows the mechanism. The field gives the spins a mean moment and a slight alignment along $z$. The $g$ anisotropy couples the moment to the axis, and $D$ couples the alignment to it.

\subsection*{(j) A worked example}

\emph{Question.} Evaluate the effect for a model triplet diatomic at $300\ \mathrm K$ and $10^5\ \mathrm{Pa}$, with wavelength $1.00\times10^{-6}\ \mathrm m$, field $3.0\ \mathrm T$ and path $1.0\ \mathrm m$. The parameters are $\bar\alpha=2.00\times10^{-40}$ and $\Delta\alpha=1.20\times10^{-40}\ \mathrm{C\,m^2\,V^{-1}}$, $\Delta\eta=5.00\times10^{-51}\ \mathrm{C\,m^2\,V^{-1}\,T^{-2}}$, $\Delta\chi_d=-1.00\times10^{-28}\ \mathrm{J\,T^{-2}}$, $D=4.00\ \mathrm{cm^{-1}}$, $B_{\rm rot}=1.50\ \mathrm{cm^{-1}}$, $g_\parallel=2.002$ and $g_\perp=2.005$. Here $\bar\alpha$ is the mean polarizability. These are chosen values, and the result is not a prediction for oxygen.

\emph{Solution.} The thermal energy is $kT=4.142\times10^{-21}\ \mathrm J$, and $D/kT=0.01918$. The mean spin magnetizability is $5.559\times10^{-26}\ \mathrm{J\,T^{-2}}$. By \eqref{dchiS} the two spin anisotropies are close to this mean times $-D/(2kT)$ and times $2(g_\parallel-g_\perp)/g$, with the directional mean $g=(g_\parallel+2g_\perp)/3=2.004$:
\begin{align}
-5.559\times10^{-26}\times0.00959&\simeq-5.33\times10^{-28}\ \mathrm{J\,T^{-2}},\\
-5.559\times10^{-26}\times\frac{0.006}{2.004}&\simeq-1.66\times10^{-28}\ \mathrm{J\,T^{-2}}.
\end{align}
Together they are little more than one per cent of the mean, yet about seven times $\Delta\chi_d$. The total is $\Delta\chi=-7.99\times10^{-28}\ \mathrm{J\,T^{-2}}$, and
\begin{equation}
\langle P_2\rangle=\frac{(3.0)^2\times(-7.991\times10^{-28})}{15\times4.142\times10^{-21}}
=-1.158\times10^{-7}.
\end{equation}

The number density is $N=p/kT=2.414\times10^{25}\ \mathrm{m^{-3}}$, so the optical prefactor $N/(2\varepsilon_0)$ is $1.363\times10^{36}$ in SI units. The mean refractivity, $n-1\simeq N\bar\alpha/(2\varepsilon_0)=2.727\times10^{-4}$, is small, as part (a) requires. Hence
\begin{align}
\Delta n&=1.363\times10^{36}\left[1.20\times10^{-40}\,(-1.158\times10^{-7})
+\tfrac12(5.00\times10^{-51})(3.0)^2\right]\nonumber\\
&\simeq-1.89\times10^{-11}.
\end{align}
Divided by $B^2$, this is $-2.10\times10^{-12}\ \mathrm{T^{-2}}$. The separate contributions, in units of $10^{-12}\ \mathrm{T^{-2}}$, are $+0.003$ from distortion, $-0.263$ from $\Delta\chi_d$, $-0.438$ from the $g$ anisotropy and $-1.403$ from $D$. The same molecule without the spin terms would give $-0.260$, so the spin enlarges the effect about eight times.

The Cotton--Mouton constant is
\begin{equation}
C=\frac{-2.10\times10^{-12}}{1.00\times10^{-6}}
=-2.10\times10^{-6}\ \mathrm{T^{-2}\,m^{-1}}
=-2.10\times10^{-16}\ \mathrm{G^{-2}\,cm^{-1}}.
\end{equation}
Over a path $\ell$ the two polarizations acquire the phase difference $2\pi\ell\Delta n/\lambda=2\pi C\ell B^2$, here $-1.19\times10^{-4}\ \mathrm{rad}$.

These values use classical rotation. Diagonalizing the coupled rotor and spin, with odd rotational levels, gives $\langle P_2\rangle$ smaller in magnitude by the factor 0.9928, in agreement with $1-B_{\rm rot}/kT=0.9928$. The correction is 0.7 per cent of the orientation. The omitted magnetic response of the spin to the light, $-\tfrac12\chi_0(\omega_0/\omega)^2$, is $-6.6\times10^{-14}$ here. That is about twice the distortion term in size and 0.35 per cent of the total, so it changes the third digit of $\Delta n$ and of $C$. It becomes important at wavelengths of several micrometres and beyond. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K
Pressure: 1.000e+05 Pa
Wavelength: 1.00e-06 m
Field: 3.0 T
Path length: 1.0 m
Mean polarizability: 2.00e-40 C m^2/V
Polarizability anisotropy: 1.20e-40 C m^2/V
Distortion coefficient d_eta: 5.00e-51 C m^2/(V T^2)
Zero-field splitting D: 4.00 cm^-1
Rotational constant: 1.50 cm^-1
g parallel, g perpendicular: 2.002, 2.005 (no unit)
Thermal energy kT: 4.1419e-21 J
D/kT: 0.01918 (no unit)
Number density: 2.4143e+25 m^-3
Mean refractivity n-1: 2.7269e-04
Mean spin magnetizability: 5.5594e-26 J/T^2
Spin magnetizability parallel: 5.51280e-26 J/T^2
Spin magnetizability perpendicular: 5.58272e-26 J/T^2
Exact spin anisotropy: -6.9912e-28 J/T^2
High-T spin anisotropy: -6.9914e-28 J/T^2
  part from g anisotropy: -1.6641e-28 J/T^2
  part from D: -5.3273e-28 J/T^2
Diamagnetic anisotropy: -1.0000e-28 J/T^2
Total anisotropy, high-T formula: -7.9914e-28 J/T^2
Mean P2, formula: -1.1576e-07 (no unit)
Mean P2, classical quadrature: -1.1576e-07 (no unit)
Mean P2, quantum rotor and spin: -1.1493e-07 (no unit)
Quantum/classical ratio: 0.99284 (no unit)
Predicted 1-B_rot/kT: 0.99281 (no unit)
Mean P2, D only: -7.6933e-08 (no unit)
Mean P2, D reversed: 7.6933e-08 (no unit)
P2 ratio 300 K/600 K, diamagnetic: 2.0000 (no unit)
P2 ratio 300 K/600 K, g anisotropy: 3.9999 (no unit)
P2 ratio 300 K/600 K, zero-field splitting: 7.9995 (no unit)
Birefringence/B^2, distortion: 3.4084e-15 T^-2
Birefringence/B^2, diamagnetic: -2.6333e-13 T^-2
Birefringence/B^2, g anisotropy: -4.3821e-13 T^-2
Birefringence/B^2, D: -1.4028e-12 T^-2
Birefringence/B^2, without spin: -2.5992e-13 T^-2
Birefringence/B^2, all spin terms: -1.8410e-12 T^-2
Birefringence/B^2, total: -2.1010e-12 T^-2
Total/without spin: 8.083 (no unit)
Birefringence at the field, formula: -1.8909e-11
Birefringence at the field, Lorentz-Lorenz: -1.8909e-11
Cotton-Mouton constant C: -2.1010e-06 T^-2 m^-1
Cotton-Mouton constant C: -2.1010e-16 G^-2 cm^-1
Phase retardation: -1.1881e-04 rad
\end{verbatim}
